# Choosing between BSS iteration, one-step diagonalization, X2C and DKH2

## What the setting controls

Suppose a relativistic calculation uses the Barysz–Sadlej–Snijders (BSS) method and finds its decoupling matrix by iteration. For the one-electron ion with nuclear charge $Z=20$, in the basis described below, the iteration takes 10 steps to settle within $10^{-11}$ in every matrix element. For $Z=80$ it needs 33, and at this tolerance the complete transformation costs almost twice as many arithmetic operations as the diagonalization described below. Escaping the cost by selecting second-order Douglas–Kroll–Hess (DKH2) raises the $Z=80$ ground-state energy by 8.9 hartree.

A third choice is to diagonalize the matrix on which BSS iterates. This gives the converged answer in one step, at a cost that contains no $Z$-dependent number of BSS steps; $Z$ enters only through the work of the eigensolver. The analysis below shows when it pays, and why it has no leading-order cost advantage over one-step exact two-component theory (X2C).

Hartree atomic units are used, and energies exclude the rest energy $c^2$. The matrices are real. For complex spinor matrices, transposes become adjoints and operations become complex ones.

## The Dirac matrix in an orthonormal basis

Let $n$ linearly independent functions $\chi_\mu$ have overlap matrix $S$ and kinetic matrix $T$. Solve

$$TU=SUt,\qquad U^TSU=1,\qquad p_i=\sqrt{2t_i},$$

with $t$ diagonal. The new functions $\varphi_i=\sum_\mu\chi_\mu U_{\mu i}$ are orthonormal and diagonalize $p^2$ within the basis.

For the lower components take $\sigma\!\cdot\!p\,\varphi_i/p_i$, which is restricted kinetic balance. Since $(\sigma\!\cdot\!p)^2=p^2$, their overlaps are $\langle\varphi_i|p^2|\varphi_j\rangle/(p_ip_j)=\delta_{ij}$, and their coupling to the upper functions is $c\,\langle\varphi_i|p^2|\varphi_j\rangle/p_j=cp_i\delta_{ij}$. The Dirac matrix is therefore

$$D=\begin{pmatrix}V&cp\\cp&W-2c^2\end{pmatrix},\qquad
W_{ij}=\frac{\langle\sigma\!\cdot\!p\,\varphi_i|V|\sigma\!\cdot\!p\,\varphi_j\rangle}{p_ip_j}.$$

Here $V$ also denotes the potential matrix over the $\varphi_i$. A scalar-relativistic calculation drops the spin-orbit part of $W$. For the s functions of the example that part vanishes, because it is proportional to $\sigma\!\cdot\!L$.

## The free-particle rotation costs little

Define the diagonal matrices

$$E=\sqrt{c^2p^2+c^4},\qquad A=\sqrt{\frac{E+c^2}{2E}},\qquad b=\frac{cp}{E+c^2}.$$

Because $c^2p^2=(E-c^2)(E+c^2)$,

$$b^2=\frac{E-c^2}{E+c^2},\qquad 1+b^2=\frac{2E}{E+c^2}=A^{-2}.$$

The matrix

$$U_0=\begin{pmatrix}A&Ab\\-Ab&A\end{pmatrix}$$

is therefore orthogonal. Apply it first to $D$ without the potential. With $cp=b(E+c^2)$, the upper diagonal block is

$$A^2(2bcp-2c^2b^2)=2A^2b^2E=(E+c^2)b^2=E-c^2.$$

The off-diagonal block is $A^2[cp(1-b^2)-2c^2b]$. It vanishes because $1-b^2=2c^2/(E+c^2)$, so that $cp(1-b^2)=2c^2b$. The rotation preserves the trace $-2c^2$ of each pair, which leaves $-E-c^2$ for the lower block.

Multiplying out the potential terms gives $H=U_0DU_0^T$ with

$$\begin{aligned}
H_{++}&=E-c^2+V_{++},&V_{++}&=A(V+bWb)A,\\
H_{-+}&=V_{-+},&V_{-+}&=A(Wb-bV)A,\\
H_{--}&=-E-c^2+V_{--},&V_{--}&=A(W+bVb)A,
\end{aligned}$$

and $V_{+-}=V_{-+}^T$. Since $A$ and $b$ are diagonal, each element of $V$ and $W$ is only multiplied by numbers. The rotation takes of order $n^2$ operations, whereas a matrix product takes of order $n^3$.

## What the BSS iteration does

The electron solutions span an $n$-dimensional space. Write its vectors as $(x,Rx)$, so that $R$ gives the lower part from the upper part. The space is invariant if, for some matrix $L$,

$$H\begin{pmatrix}1\\R\end{pmatrix}=\begin{pmatrix}1\\R\end{pmatrix}L.$$

The upper row gives $L=H_{++}+V_{+-}R$. The lower row then gives

$$V_{-+}+H_{--}R=R(H_{++}+V_{+-}R).$$

Move the free-particle terms to one side. Their element $ij$ is $(E_i+c^2)R_{ij}+R_{ij}(E_j-c^2)=(E_i+E_j)R_{ij}$, so

$$R_{ij}=\frac{[V_{-+}+V_{--}R-R(V_{++}+V_{+-}R)]_{ij}}{E_i+E_j}.$$

Starting from $R=0$ and inserting each result on the right is the form of the BSS iteration treated here. Each step has three matrix products: $V_{--}R$, $V_{+-}R$, and $R$ times the bracket.

To find its speed, put $R+\delta$ on the right, where $R$ is the solution, and keep terms linear in $\delta$. The next error is

$$\delta'_{ij}=\frac{[(V_{--}-RV_{+-})\delta-\delta(V_{++}+V_{+-}R)]_{ij}}{E_i+E_j}.$$

This is a linear map on the $n^2$ elements of $\delta$. Its largest eigenvalue in magnitude, $\rho$, is the asymptotic error factor per step. Close to the solution the iteration converges if $\rho<1$. This local condition does not guarantee convergence from $R=0$.

A rough estimate shows the dependence on charge. At momenta $p\gg c$, Coulomb matrix elements are of order $Zp$, while the denominator $E_i+E_j$ is about $cp$ when only one index has such a momentum and about $2cp$ when both do. The ratio scales as $Z/c$, whatever the momentum. In the example below, at $Z=20$ and $Z=80$, the largest element of the slowest error pairs a momentum near $10c$ with one below $c$. There $\rho c/Z$ rises from 0.94 to 1.01, so the growth is nearly, but not exactly, proportional to $Z$.

## Replacing the iteration by one diagonalization

Diagonalize $H$ and collect the eigenvectors of the $n$ highest eigenvalues $\varepsilon$ in the columns of $(C_+;C_-)$. Then $C_-=RC_+$, so $R=C_-C_+^{-1}$.

For an attractive potential this selection can be justified. $V$ and $W$ are then negative semidefinite, so all eigenvalues of $H_{--}$ lie at or below $-2c^2$. By the interlacing theorem for a diagonal block, at least $n$ eigenvalues of $H$ also lie there. If the other $n$ lie above $-2c^2$, they form the electron branch. Moreover, $C_+$ is then invertible. If $C_+x=0$ for a nonzero $x$, the vector $(0;C_-x)$ would belong to the electron space and have mean energy above $-2c^2$, yet its mean energy is that of $H_{--}$, at most $-2c^2$. For other potentials, the separation of the branches and the invertibility of $C_+$ must be examined.

The two-component Hamiltonian can be obtained without forming $R$. Orthonormality of the eigenvectors says

$$1=C_+^TC_++C_-^TC_-=C_+^T(1+R^TR)C_+.$$

Multiplying by the inverses of $C_+^T$ and $C_+$ from the two sides gives

$$1+R^TR=(C_+C_+^T)^{-1}.$$

The normalized decoupling columns are $(1;R)\Omega$ with $\Omega=(1+R^TR)^{-1/2}$. Hence $\Omega=(C_+C_+^T)^{1/2}$. Define

$$Q=(C_+C_+^T)^{-1/2}C_+.$$

Then $QQ^T=1$ and $C_+=\Omega Q$. The upper block of the columns is $\Omega=C_+Q^T$, and the lower one is $R\Omega=C_-C_+^{-1}\Omega=C_-Q^T$. The decoupling columns are thus the electron eigenvectors multiplied by $Q^T$. In the eigenvector basis $H$ is the diagonal matrix $\varepsilon$, so

$$h_{\rm BSS}=Q\varepsilon Q^T.$$

This matrix has the electron eigenvalues of $D$. The phrase "infinite order" means this: no expansion in the potential remains, within the chosen basis and one-electron potential. Errors of the basis and of the physical model are untouched.

## How X2C differs

One-step X2C diagonalizes $D$ itself. If its electron eigenvectors are $(C_L;C_S)$, the decoupling matrix is $X=C_SC_L^{-1}$, and the derivation just given yields $h_{\rm X2C}=Q_L\varepsilon Q_L^T$ with $Q_L=(C_LC_L^T)^{-1/2}C_L$.

Applying $U_0$ to these eigenvectors gives $C_+=A(1+bX)C_L$ and $C_-=A(X-b)C_L$, so

$$R=A(X-b)(1+bX)^{-1}A^{-1}.$$

Without a potential $X=b$ and $R=0$. The matrix $R$ therefore describes only the decoupling left over after the free-particle part has been removed.

The two Hamiltonians have the same spectrum and are related by the orthogonal matrix $Q_LQ^T$, but they are generally different matrices. This matters in two ways:

- A property operator must be transformed with the columns of the same method that produced the Hamiltonian.
- If an untransformed electron–electron interaction is added to both, the sums are in general no longer orthogonally equivalent, and many-electron energies can differ.

## What DKH2 leaves out

Treat the potential as small. The first-order solution of the iteration equation is

$$(R_1)_{ij}=\frac{(V_{-+})_{ij}}{E_i+E_j},\qquad\text{or}\qquad V_{-+}=ER_1+R_1E.$$

From $H(1;R)\Omega=(1;R)L\Omega$, the Hamiltonian in the normalized columns is $h=\Omega^{-1}L\Omega$. To second order $\Omega=1-\tfrac12R_1^TR_1$. The second-order part of $R$ enters $L$ only multiplied by $V_{+-}$, hence in third order. Therefore

$$h=H_{++}+V_{+-}R_1+\tfrac12(R_1^TR_1E-ER_1^TR_1)+O(V^3),$$

where the constant $c^2$ has cancelled from the commutator. Now insert $V_{+-}=R_1^TE+ER_1^T$. The second-order terms become

$$R_1^TER_1+\tfrac12(ER_1^TR_1+R_1^TR_1E)=\tfrac12(V_{+-}R_1+R_1^TV_{-+}).$$

The DKH2 Hamiltonian is thus

$$h_2=H_{++}+\tfrac12(V_{+-}R_1+R_1^TV_{-+}).$$

The two terms in the bracket are transposes of each other, so one product suffices. The leading matrix error is of third order in the potential. In a basis held fixed at that of the $Z=80$ example, reducing the potential from 0.02 to 0.01 of its full strength divides the norm of $h_{\rm BSS}-h_2$ by 7.97, close to the limiting factor $2^3=8$.

## Counting operations

One scalar addition, subtraction, multiplication, division or square root counts as one operation. A product of two $n\times n$ matrices costs $2n^3$ to leading order. An eigenproblem of dimension $m$ with all eigenvectors costs $\alpha m^3$, where $\alpha$ depends on the solver and somewhat on the matrix. Possible savings from symmetric products are ignored.

All methods are given the same basis change here. BSS and DKH2 need the eigenbasis of $p^2$, because $E$, $A$ and $b$ must be diagonal. X2C needs only orthonormal upper and lower functions and could avoid diagonalizing $T$, so its count below holds for this choice of basis. Diagonalize $S$ and scale its eigenvectors to obtain $Y$ with $Y^TSY=1$. The products are then:

- two for $Y^TTY$, which is diagonalized, and one for $U$;
- four to transform the two potential matrices;
- one for $B=SU$ and two for the back-transformed matrix $BhB^T$, since $U^TSU=1$ makes $SU$ the inverse of $U^T$.

This makes ten products and two eigenproblems of dimension $n$, or $20n^3+2\alpha n^3$.

The diagonalization route adds an eigenproblem of dimension $2n$, costing $8\alpha n^3$, and one of dimension $n$ for $C_+C_+^T$. It also adds four products: one for $C_+C_+^T$, one for its inverse square root, one for $Q$, and one for $Q\varepsilon Q^T$. X2C has the same list with $C_L$ in place of $C_+$. DKH2 adds one product. Thus

$$\begin{aligned}
\text{diagonalized BSS, X2C:}&\quad(28+11\alpha)n^3,\\
\text{DKH2:}&\quad(22+2\alpha)n^3.
\end{aligned}$$

The iterative route costs $6n^3$ per step. The first step is charged in full here, although its products vanish because $R=0$; skipping them would raise the break-even point below by one step. It finishes with $h=\Omega^{-1}L\Omega$, which takes six products and one eigenproblem: one product for $L$, one for $R^TR$, two to bring $L$ to the eigenvectors of $R^TR$, and two to return. After $k$ steps the decoupling has cost $(6k+12+\alpha)n^3$, against $(8+9\alpha)n^3$ by diagonalization. The costs are equal at

$$k^*=\frac{8\alpha-4}{6}.$$

A faster eigensolver lowers $k^*$ and favours diagonalization. Operation counts are not running times, which also depend on how efficiently a machine executes each kind of work.

## Worked example: one-electron ions

The nucleus is a point charge, $V=-Z/r$, and $c=137.036$. The basis has 18 s-type Gaussians with exponents $0.05Z^2\times2.5^k$ bohr$^{-2}$, $k=0,\dots,17$, whose integrals are known in closed form. Finite nuclear size and quantum electrodynamic corrections are omitted.

The Dirac 1s energy for a point nucleus is $c^2(\sqrt{1-Z^2/c^2}-1)$. The table compares it with diagonalized BSS. Energies are in hartree; the DKH2 error is relative to BSS in the same basis. Steps are counted until no element of $R$ changes by $10^{-11}$ or more, and $\rho$ comes from numerical diagonalization of the linear error map.

| $Z$ | Dirac 1s | BSS 1s | DKH2 error | Steps | $\rho$ |
|---|---|---|---|---|---|
| 20 | −201.077 | −201.076 | 0.004 | 10 | 0.137 |
| 50 | −1294.626 | −1294.624 | 0.655 | 18 | 0.356 |
| 80 | −3532.192 | −3532.177 | 8.860 | 33 | 0.592 |

At $Z=80$ the BSS energy is −96.12 keV. It lies 0.015 hartree above the analytic value, which is the error of the finite basis. The DKH2 error is about 600 times larger, and amounts to $8.860/3532.177=0.25\%$ of the 1s energy. At $Z=20$ the corresponding fraction is $0.004/201.076=0.002\%$.

The last three columns depend on the basis. In larger sets of 24 to 38 functions with tighter exponents, $\rho$ rises to as much as 0.148, 0.385 and 0.635, the $Z=80$ iteration takes 35 to 37 steps while the counts for $Z=20$ and $Z=50$ stay at 10 and 18, and the $Z=80$ DKH2 error becomes 8.867 hartree.

The factor $\rho$ alone overestimates the number of steps. For $Z=80$ the initial error is $R$ itself, whose largest singular value is 0.107. Reducing that to $10^{-11}$ at the rate $\rho$ would take $\ln(10^{-11}/0.107)/\ln0.592\approx44$ steps, while 33 suffice. The factor $\rho$ fixes only the asymptotic rate, and the cause of the gap is not examined here.

The largest singular value of $R$ is 0.107, while that of $X$ is 1.205. From $1+R^TR=(C_+C_+^T)^{-1}$, the singular values of $C_+$ lie between $1/\sqrt{1+0.107^2}=0.994$ and 1. The free-particle rotation thus makes the renormalization very well conditioned: the condition number is 1.006 for $C_+$ and 1.56 for $C_L$. Since 1.56 is also harmless, this is no practical reason to prefer BSS here. The two Hamiltonian matrices differ by 0.4% in Frobenius norm, relative to that of $h_{\rm BSS}$, although their spectra agree. These figures also shift with the basis: in the larger sets the largest singular values are about 0.11 for $R$ and 1.23 to 1.24 for $X$, the condition number of $C_L$ is 1.58 to 1.59, and the matrix difference lies between 0.3% and 0.4%.

Operations were counted as they were executed for $Z=80$, with an eigensolver that uses Householder tridiagonalization and implicit QL sweeps. On the full matrix $H$, of dimension 36, it gave $\alpha=9.50$. The complete counts are:

- diagonalized BSS: 809,000;
- one-step X2C: 810,000;
- DKH2: 270,000;
- BSS with 33 iterations: 1,564,000.

Iterating therefore costs $1564/809=1.93$ times as much as diagonalizing, and diagonalizing costs $809/270=3.0$ times as much as DKH2. The leading-order formulas give $(28+11\times9.50)/(22+2\times9.50)=132.5/41=3.2$ for the second ratio. The difference comes from terms of order $n^2$ and from the variation of $\alpha$ between matrices.

The formula for the break-even point gives $k^*=(8\times9.50-4)/6=12.0$, and the executed counts give 11.8. The 33 steps at $Z=80$ are well above it, as are the 18 at $Z=50$. The 10 steps at $Z=20$ are slightly below, so there iteration is marginally cheaper if the same break-even point is carried over.

## Guidance

**Iteration or diagonalization within BSS.** Choose diagonalization when the expected number of steps exceeds $k^*$ for the eigensolver in use. With the solver and tolerance of this example, that is the case at $Z=50$ and $Z=80$. A looser tolerance reduces the number of steps and moves the balance towards iteration. Diagonalization is also the choice when the iteration fails to converge, provided the electron branch is separated and $C_+$ is invertible.

**BSS or X2C.** Cost gives diagonalized BSS no advantage: with both built in the eigenbasis of $p^2$, as counted here, the leading terms are equal, and the free-particle rotation adds work of order $n^2$. Choose the one for which the program transforms the required properties consistently, and keep to it when energies are to be compared.

**DKH2 or a fully decoupled method.** DKH2 is cheaper by a factor near three in this count. Its error in the 1s energy grows steeply with $Z$, from 0.004 to 8.9 hartree between $Z=20$ and $Z=80$. These are total errors of a core level. They do not measure errors in valence energy differences, where part of the core error may cancel; that has to be assessed for the quantity of interest. If core energies of heavy atoms are wanted, use a fully decoupled method.

**When the potential changes.** The decoupling depends on the potential in $D$. If that is the bare nuclear potential, the transformation is made once for a given geometry and its cost is paid once. If a mean field is included and updated, the cost recurs with every update, and the choice of route matters correspondingly more.
